# Linear thermal expansion of a cubic crystal from its quasiharmonic free energy, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the free energy to the expansion coefficient

**Q:** A mass on a harmonic spring swings equally far to both sides of its rest position, and heating only widens the swing. Why should a crystal built from such vibrations grow longer when it is heated?

**A:** If its vibration frequencies did not depend on volume, it would not. Expansion needs frequencies that change when the crystal is stretched. The quasiharmonic approximation keeps this one effect of anharmonic bonds: at each volume $V$ the vibrations are independent harmonic modes, but the frequency $\omega_i(V)$ of mode $i$ depends on $V$. It does not depend explicitly on the temperature $T$.

**Q:** What else is assumed about the crystal?

**A:** The number of atoms is fixed and there are no defects. The crystal is cubic, non-magnetic and without electronic excitations. Symmetry fixes all atomic positions once $V$ is given. All modes counted are stable, so $\omega_i>0$; the three uniform translations of the whole crystal are left out. The energy with all atoms at rest on their lattice sites is $U(V)$.

**Q:** Then the equilibrium volume is surely the one at the bottom of $U(V)$, at any temperature.

**A:** It would be if the atoms were at rest. A crystal held at temperature $T$ and given volume is described by its Helmholtz free energy $F$, which contains the vibrations too. One mode has the levels $\hbar\omega_i(m+\tfrac12)$ with $m=0,1,2,\dots$, where $\hbar$ is the reduced Planck constant. With the Boltzmann constant $k_B$, its partition function is a geometric series:

$$
Z_i=e^{-\hbar\omega_i/2k_BT}\sum_{m=0}^{\infty}e^{-m\hbar\omega_i/k_BT}
=\frac{e^{-\hbar\omega_i/2k_BT}}{1-e^{-\hbar\omega_i/k_BT}} .
$$

The mode contributes $F_i=-k_BT\ln Z_i$. Independent modes have a product of partition functions, so their free energies add:

$$
F(V,T)=U(V)+\sum_i\left[\frac{\hbar\omega_i}{2}+k_BT\ln\left(1-e^{-\hbar\omega_i/k_BT}\right)\right].
$$

**Q:** Why minimise $F$ and not the energy? Mechanical equilibrium sounds like a matter of energy.

**A:** The crystal exchanges heat with its surroundings, which hold $T$ fixed. Under those conditions the total entropy of crystal and surroundings is largest when $F$ is smallest. If an external pressure $P$ acts, the surroundings also receive or supply the work $P\,\mathrm{d}V$, and the quantity to be minimised is $F+PV$. Minimising the energy at fixed $T$ would give a wrong answer, and the size of the mistake can be worked out once the mode energy is known.

**Q:** Then differentiate $F$. How does one mode respond to a change of frequency?

**A:** At constant temperature,

$$
\frac{\partial F_i}{\partial\omega_i}
=\frac{\hbar}{2}+k_BT\,\frac{(\hbar/k_BT)\,e^{-\hbar\omega_i/k_BT}}{1-e^{-\hbar\omega_i/k_BT}}
=\hbar\left(\frac12+n_i\right),
\qquad
n_i=\frac{1}{e^{\hbar\omega_i/k_BT}-1}.
$$

The sign of the second term is positive because the derivative of $-e^{-\hbar\omega_i/k_BT}$ with respect to $\omega_i$ is positive. The number $n_i$ is the mean excitation number of the mode. Its mean energy is $E_i=\hbar\omega_i(n_i+\tfrac12)$, so

$$
\frac{\partial F_i}{\partial\omega_i}=\frac{E_i}{\omega_i}.
$$

**Q:** And the change of frequency with volume?

**A:** It is measured by the mode Grüneisen parameter, a pure number:

$$
\gamma_i=-\frac{\mathrm{d}\ln\omega_i}{\mathrm{d}\ln V},
\qquad\text{hence}\qquad
\frac{\mathrm{d}\omega_i}{\mathrm{d}V}=-\frac{\gamma_i\omega_i}{V}.
$$

With this sign, $\gamma_i$ is positive for a mode that softens when the crystal is stretched. The chain rule now gives

$$
\frac{\partial F}{\partial V}
=U'(V)+\sum_i\frac{E_i}{\omega_i}\left(-\frac{\gamma_i\omega_i}{V}\right)
=U'(V)-\frac1V\sum_i\gamma_iE_i ,
$$

where a prime means a derivative with respect to $V$. The factor $\omega_i$ cancels.

**Q:** What does the minimum condition say physically?

**A:** The derivative of $F+PV$ must vanish, so $\partial F/\partial V=-P$. At zero pressure this becomes

$$
V\,U'(V)=\sum_i\gamma_iE_i .
$$

The right side is the outward push of the vibrations. If it is positive, then $U'>0$, so the lattice sits on the outer slope of $U(V)$, where the bonds pull inward. The two tendencies balance. Since $E_i$ contains $\hbar\omega_i/2$, the push is present even at absolute zero.

**Q:** You promised to show what goes wrong if I minimise the energy instead.

**A:** We need the derivative of $E_i$ with respect to frequency at constant $T$. The number $n_i$ depends on $\omega_i$ and $T$ through the ratio $\omega_i/T$ alone. For any function of that ratio, $\omega\,\partial/\partial\omega$ and $T\,\partial/\partial T$ give opposite results. Therefore

$$
\omega_i\frac{\partial E_i}{\partial\omega_i}
=E_i+\hbar\omega_i\,\omega_i\frac{\partial n_i}{\partial\omega_i}
=E_i-\hbar\omega_i\,T\frac{\partial n_i}{\partial T}
=E_i-Tc_i ,
$$

with the heat capacity of the mode at constant volume

$$
c_i=\left(\frac{\partial E_i}{\partial T}\right)_V=\hbar\omega_i\frac{\partial n_i}{\partial T}.
$$

Minimising $U+\sum_iE_i$ at fixed $T$ would thus replace the push $\sum_i\gamma_iE_i$ by $\sum_i\gamma_i(E_i-Tc_i)$. In the classical limit $E_i\to k_BT$ and $c_i\to k_B$, and this false push goes to zero. A classical mode has the mean energy $k_BT$ whatever its frequency, so its energy gives no reason to expand. Its entropy does: a softer mode has more closely spaced levels and more accessible states.

**Q:** So far you have one condition at one temperature. How do you get an expansion coefficient without solving it?

**A:** The condition holds at every temperature, with a volume $V(T)$ that adjusts itself. Write subscripts for partial derivatives, so that $F_V=\partial F/\partial V$, and keep $P$ constant:

$$
F_V\bigl(V(T),T\bigr)+P=0 .
$$

The left side is zero for all $T$, so its total derivative with respect to $T$ is zero as well. Temperature enters twice, through $V(T)$ and directly:

$$
F_{VV}\,\frac{\mathrm{d}V}{\mathrm{d}T}+F_{VT}=0
\qquad\Longrightarrow\qquad
\frac{\mathrm{d}V}{\mathrm{d}T}=-\frac{F_{VT}}{F_{VV}} .
$$

**Q:** You divide by $F_{VV}$. What if it vanishes, or if $V(T)$ jumps?

**A:** Then the step fails. At a minimum $F_{VV}$ cannot be negative, and we require it to be strictly positive. The implicit function theorem then guarantees a single smooth branch $V(T)$ near the temperature considered. If $F_{VV}$ tends to zero while $F_{VT}$ does not, $\mathrm{d}V/\mathrm{d}T$ diverges: the minimum has reached the limit of its stability. A jump to another, deeper minimum is a phase transition and is not described by this derivative.

**Q:** Fine. Now the mixed derivative. Here I object: $\gamma_i$ and $\omega_i$ change with temperature because the volume does. You must differentiate them too.

**A:** Their change is real, but it is already counted in the other term. In $F_{VT}$ the volume is held fixed, and at fixed volume $U'$, $\gamma_i$ and $\omega_i$ do not depend on $T$. This is where the quasiharmonic assumption is used. Only $E_i$ varies:

$$
F_{VT}=\frac{\partial}{\partial T}\left[U'(V)-\frac1V\sum_i\gamma_iE_i\right]_V
=-\frac1V\sum_i\gamma_ic_i .
$$

The shift of $\gamma_i$, $\omega_i$ and $U'$ with volume belongs to $F_{VV}\,\mathrm{d}V/\mathrm{d}T$. Nothing has been neglected.

**Q:** And $F_{VV}$?

**A:** It is the stiffness against a change of volume at constant temperature. With the pressure of the crystal $P=-F_V$, the isothermal bulk modulus is

$$
B_T=-V\left(\frac{\partial P}{\partial V}\right)_T=V\,F_{VV}.
$$

Inserting both derivatives, with the two minus signs cancelling, gives

$$
\frac{\mathrm{d}V}{\mathrm{d}T}
=\frac{\frac1V\sum_i\gamma_ic_i}{B_T/V}
=\frac{1}{B_T}\sum_i\gamma_ic_i .
$$

The volume expansion coefficient at constant pressure is therefore

$$
\beta=\frac1V\left(\frac{\partial V}{\partial T}\right)_P=\frac{\sum_i\gamma_ic_i}{B_TV}.
$$

The units agree: the numerator is in J/K, and pascal times cubic metre is joule, which leaves 1/K.

**Q:** The sum runs over all modes of the crystal. Does a larger crystal expand more per kelvin?

**A:** Its relative expansion is the same. The number of modes grows in proportion to the number of atoms, and so does $V$. One may use the whole crystal, one cell or one atom, provided that the mode sum and the volume refer to the same amount of material.

**Q:** You have volume. A designer wants length. Dividing by three assumes that the crystal grows equally in all directions.

**A:** That has to be shown. Start from the cubic shape at volume $V$ and apply a small homogeneous strain with components $\varepsilon_{ab}$, where $a$ and $b$ run over the cube axes $x,y,z$. To first order,

$$
F=F_0+\sum_{a,b}s_{ab}\,\varepsilon_{ab}.
$$

Every cubic crystal has a twofold axis along each cube edge, possibly combined with a shift. The half-turn about $z$ reverses $x$ and $y$, so it reverses the signs of $\varepsilon_{xz}$ and $\varepsilon_{yz}$. The free energy cannot change, hence $s_{xz}=s_{yz}=0$. The half-turn about $x$ gives $s_{xy}=0$ in the same way. A threefold axis along the body diagonal exchanges $x\to y\to z\to x$, so $s_{xx}=s_{yy}=s_{zz}=s$. What remains is

$$
F=F_0+s\,(\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz}).
$$

The bracket is the relative change of volume to first order. A strain that conserves volume makes it zero, so such a strain has no linear term in $F$.

**Q:** No slope means a stationary point, which might be a maximum.

**A:** Correct. The second-order terms must be positive for every volume-conserving strain, which means that the cubic phase is stable against shear. Under that condition, and with hydrostatic pressure or none, the crystal stays cubic as it is heated. Then $V\propto L^3$ for any length $L$ in it, so $\ln V=3\ln L+\text{constant}$, and differentiation gives $\beta=3\alpha$ with $\alpha=(1/L)(\partial L/\partial T)_P$. Hence

$$
\boxed{\;\alpha=\frac{\sum_i\gamma_ic_i}{3B_TV}\;}
$$

The denominator is the product of the number three, the bulk modulus and the volume.

**Q:** In a chip, parts are often prevented from expanding. Does the formula have anything to say then?

**A:** The mixed derivative does. For a crystal clamped on all sides, so that $V$ is constant, $P=-F_V$ gives

$$
\left(\frac{\partial P}{\partial T}\right)_V=-F_{VT}=\frac1V\sum_i\gamma_ic_i=3\alpha B_T .
$$

Heating first creates this pressure. If the clamps are removed, the crystal expands until its elasticity has relieved it, which is why the stiffness stands in the denominator of $\alpha$. A film held by a substrate in two directions and free in the third is under a different constraint, and this expression does not give its stress.

**Q:** You also required symmetry to fix the atomic positions. Is that needed, or only convenient?

**A:** It is needed if $\gamma_i$ is to describe a change of volume and nothing else. Suppose a cell has an internal coordinate $u$ that is free to relax. At each $V$ and $T$ it takes the value $u^*(V,T)$ at which $F_u=0$. The relaxed free energy $\tilde F(V,T)=F(V,u^*,T)$ has the slope

$$
\tilde F_V=F_V+F_u\frac{\partial u^*}{\partial V}=F_V ,
$$

because $F_u=0$. Its temperature derivative at fixed volume is

$$
\tilde F_{VT}=F_{VT}+F_{Vu}\frac{\partial u^*}{\partial T}.
$$

If each $\gamma_i$ is taken at fixed $u$, the second term is an addition to the mode sum. It is present because $u^*$ shifts with temperature even at constant volume, and both the static slope $\partial U/\partial V$ and the frequencies change with it. The extra term can also be absorbed into the $\gamma_i$. Because $F_u=0$, we have $\tilde F_T=F_T=-S$, and at constant $T$ the entropy $S$ of the modes changes only through their frequencies. The mode sum is therefore complete if each $\gamma_i$ is calculated at constant $T$ with $u$ following $u^*(V,T)$, and $B_T$ is taken from $\tilde F$. The same argument applies to the volume expansion of a non-cubic crystal under hydrostatic pressure or none, with all its free axial ratios and angles in the role of $u$.

## Second half: what enters the formula, and a model crystal

**Q:** Before I raise further doubts, please state again what is established.

**A:** The static energy is $U(V)$. Mode $i$ has frequency $\omega_i(V)$, mean energy $E_i$, heat capacity $c_i$ at constant volume, and Grüneisen parameter $\gamma_i=-\mathrm{d}\ln\omega_i/\mathrm{d}\ln V$. The free energy is $F(V,T)$, and $B_T=VF_{VV}$ is the isothermal bulk modulus. For a stable cubic crystal whose atomic positions are fixed by symmetry, in the quasiharmonic approximation,

$$
F_V=U'-\frac1V\sum_i\gamma_iE_i,\qquad
\alpha=\frac{\sum_i\gamma_ic_i}{3B_TV},\qquad
\omega_i\frac{\partial E_i}{\partial\omega_i}=E_i-Tc_i .
$$

All quantities in $\alpha$ are taken at the equilibrium volume $V(T)$.

**Q:** May I use the stiffness of the static lattice for $B_T$?

This part has derived the linear expansion coefficient of a stable cubic crystal from the minimum of its free energy, in terms of the mode Grüneisen parameters, the heat capacities, the isothermal bulk modulus and the volume. It remains to answer whether the static stiffness may stand in for $B_T$, to examine the other quantities in the formula, and to test it on a model crystal.
